# The Müller functional: convexity and a lower bound for two-electron energies, part 1

(Sections cited here and not found follow in the later parts.)

## 1. A number below the exact energy

For the helium atom in the cc-pVTZ basis (14 spatial functions), restricted Hartree–Fock gives \(-2.861153\) Eh and full configuration interaction (FCI), which is exact within the basis, gives \(-2.900232\) Eh. Minimizing the Müller functional of the one-body reduced density matrix in the same basis gives \(-2.909090\) Eh, which is \(0.008858\) Eh (\(0.241\) eV) below FCI. For H\(_2\) in cc-pVDZ the Müller minimum also lies below FCI, by \(0.0112\), \(0.0281\) and \(0.0330\) Eh at bond lengths of 1.4, 3 and 6 bohr. Two independent random starting points lead the minimizer to the same energy in all four cases.

The Rayleigh–Ritz principle does not apply, since for fractional occupations the functional is in general not an expectation value of the Hamiltonian, so an energy below FCI is allowed. Nothing in that remark says that it can never lie above, or that the functional has no local minima of different energy. Both facts are theorems. The first holds for two electrons. The second follows from convexity, which holds for any electron number.

## 2. Definitions and statements

Hartree atomic units are used. A one-electron coordinate is \(x=(\mathbf r,\sigma)\), and \(\int dx\) means integration over \(\mathbf r\) and summation over the two spin values. A one-body density matrix is a self-adjoint operator \(\gamma\) on one-electron functions with

\[ 0\le\gamma\le 1,\qquad \operatorname{Tr}\gamma=N,\qquad \operatorname{Tr}(-\nabla^2\gamma)<\infty . \]

These are the admissible \(\gamma\). The set is convex: each of the three conditions survives the mixing \(t\gamma_1+(1-t)\gamma_2\) with \(0\le t\le1\). A positive operator of finite trace has an orthonormal eigenbasis \(\varphi_i\) (natural spin orbitals, completed by a basis of the kernel) with occupations \(n_i\), and a unique positive square root:

\[ \gamma(x,x')=\sum_i n_i\,\varphi_i(x)\varphi_i^*(x'),\qquad \gamma^{1/2}(x,x')=\sum_i \sqrt{n_i}\,\varphi_i(x)\varphi_i^*(x'). \]

The density is \(\rho(\mathbf r)=\sum_\sigma\gamma(x,x)\). For complex functions of position the Coulomb product is

\[ (g,f)=\iint \frac{g^*(\mathbf r')\,f(\mathbf r)}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad \|f\|_C^2=(f,f). \]

The Müller functional is

\[ E^M(\gamma)=\operatorname{Tr}h\gamma+W^M(\gamma),\qquad W^M=D-X, \]
\[ D=\tfrac12(\rho,\rho),\qquad X=\frac12\iint\frac{|\gamma^{1/2}(x,x')|^2}{|\mathbf r-\mathbf r'|}\,dx\,dx'. \tag{1} \]

Here \(h\) is a one-body operator bounded below, with \(\operatorname{Tr}h\gamma\) finite on admissible \(\gamma\). It may contain a magnetic field or spin–orbit coupling unless stated otherwise. The Hartree–Fock functional has \(\gamma\) in place of \(\gamma^{1/2}\) in \(X\). For a Slater determinant every \(n_i\) is 0 or 1, \(\gamma^{1/2}=\gamma\), and the two functionals coincide.

**Theorem A.** \(W^M\) and \(E^M\) are convex on the admissible set, for any \(N\). The convexity is not strict, but all minimizers have the same density \(\rho\).

**Theorem B.** For every normalized antisymmetric two-electron function \(\Psi(x,x')\) of finite kinetic energy, complex and of any spin, \(W^M(\gamma_\Psi)\le\langle\Psi|r_{12}^{-1}|\Psi\rangle\). Hence \(\inf E^M\le E_0\) for \(N=2\), where \(E_0\) is the ground-state energy of \(h_1+h_2+r_{12}^{-1}\).

Existence of a minimizer in the full space is not needed for either statement and is not treated. In a finite basis the admissible set is compact and \(E^M\) is continuous, so a minimizer exists.

### Finiteness of \(D\) and \(X\)

Later steps exchange sums and integrals, which requires \(D\) and \(X\) to be finite. For a smooth decaying \(u(\mathbf r)\) and real \(a\), expand a square and integrate the cross term by parts with \(\nabla\cdot(\mathbf r/r^2)=1/r^2\):

\[ 0\le\int\Big|\nabla u+a\frac{\mathbf r}{r^2}u\Big|^2=\int|\nabla u|^2+a^2\!\int\frac{|u|^2}{r^2}+a\!\int\frac{\mathbf r}{r^2}\cdot\nabla|u|^2=\int|\nabla u|^2-(a-a^2)\!\int\frac{|u|^2}{r^2}. \]

The choice \(a=\tfrac12\) gives Hardy's inequality \(\int|u|^2/r^2\le4\int|\nabla u|^2\), valid about any centre \(\mathbf r'\) and, by approximation, for all \(u\) of finite kinetic energy. Write \(\tau=\operatorname{Tr}(-\nabla^2\gamma)=\sum_i n_i\|\nabla\varphi_i\|^2\). Orthonormality in \(x'\) gives \(\iint|\gamma^{1/2}|^2=N\) and \(\iint|\nabla_{\mathbf r}\gamma^{1/2}|^2=\tau\). The Cauchy–Schwarz inequality, followed by Hardy's inequality in \(\mathbf r\) at fixed \(x'\), gives

\[ X\le\tfrac12\Big(\iint|\gamma^{1/2}|^2\Big)^{1/2}\Big(\iint\frac{|\gamma^{1/2}|^2}{|\mathbf r-\mathbf r'|^2}\Big)^{1/2}\le\tfrac12\sqrt N\sqrt{4\tau}=\sqrt{N\tau}. \]

In the same way \(\int\rho(\mathbf r)/|\mathbf r-\mathbf r'|\,d^3r\le\sqrt N\sqrt{4\tau}\) for every \(\mathbf r'\), and integrating against \(\tfrac12\rho(\mathbf r')\) gives \(D\le N\sqrt{N\tau}\).

## 3. The Coulomb kernel as a positive sum of plane waves

Both theorems rest on one property of the interaction: its Fourier transform is non-negative. An interaction with this property is said to be of positive type. The Fourier integral of \(1/r\) does not converge absolutely, so it is reached through Gaussians. Two elementary Gaussian integrals are

\[ \frac1r=\frac{2}{\sqrt\pi}\int_0^\infty e^{-s^2r^2}ds,\qquad e^{-s^2r^2}=\int d^3k\,\frac{e^{-k^2/4s^2}}{(4\pi s^2)^{3/2}}\,e^{i\mathbf k\cdot\mathbf r}. \]

Let \(u(\mathbf r,\mathbf r')\) be integrable, with \(|u|/|\mathbf r-\mathbf r'|\) also integrable, and let \(\tilde u(\mathbf k)=\iint u\,e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}\). The second condition allows the \(s\) integral to be taken outside the space integrals, and the first allows the same for the \(\mathbf k\) integral at fixed \(s\). If \(\tilde u\ge0\), or if \(|\tilde u|/k^2\) is integrable, the \(s\) and \(\mathbf k\) integrals may then be exchanged. With \(v=k/2s\), so that \(|ds|=k\,dv/2v^2\) and \((4\pi s^2)^{-3/2}=v^3/(\pi^{3/2}k^3)\),

\[ \frac2{\sqrt\pi}\int_0^\infty ds\,\frac{e^{-k^2/4s^2}}{(4\pi s^2)^{3/2}}=\frac{2}{\sqrt\pi}\,\frac{1}{2\pi^{3/2}k^2}\int_0^\infty v\,e^{-v^2}dv=\frac1{2\pi^2k^2}. \]

Therefore

\[ \iint\frac{u(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}=\int\frac{d^3k}{2\pi^2k^2}\,\tilde u(\mathbf k). \tag{2} \]

Taking \(u=f(\mathbf r)f^*(\mathbf r')\) and \(\hat f(\mathbf k)=\int f\,e^{i\mathbf k\cdot\mathbf r}d^3r\) gives \(\tilde u=|\hat f|^2\ge0\), so

\[ \|f\|_C^2=\int\frac{d^3k}{2\pi^2k^2}|\hat f(\mathbf k)|^2\ge0,\qquad (g,f)=\int\frac{d^3k}{2\pi^2k^2}\,\hat g^*\hat f. \tag{3} \]

The second form follows because \(|\hat g\hat f|\le\tfrac12(|\hat g|^2+|\hat f|^2)\) makes the integrand absolutely integrable. The norm vanishes only if \(\hat f=0\), that is \(f=0\). The Coulomb product is thus a true inner product. As a check of the weight \(1/2\pi^2k^2\), the program rebuilds all two-electron integrals of He in cc-pVTZ from (3) by quadrature over \(\mathbf k\); the largest deviation from the analytic integrals is \(5.4\times10^{-15}\) Eh.

**The Hartree term.** \(D\) is a quadratic form in \(\rho\). Expanding both sides shows

\[ D\big(t\rho_1+(1-t)\rho_2\big)=tD(\rho_1)+(1-t)D(\rho_2)-t(1-t)\,D(\rho_1-\rho_2): \tag{4} \]

the coefficient of \(\tfrac12(\rho_1,\rho_1)\) on the right is \(t-t(1-t)=t^2\), that of \(\tfrac12(\rho_2,\rho_2)\) is \((1-t)^2\), and the cross term is \(+t(1-t)(\rho_1,\rho_2)\), as on the left. By (3) the last term of (4) is strictly negative unless \(\rho_1=\rho_2\). Since \(\rho\) is linear in \(\gamma\), \(D\) is convex in \(\gamma\) and strictly convex in \(\rho\).

**The exchange term.** Let \(B=e^{i\mathbf k\cdot\mathbf r}\) as a multiplication operator, \(\|B\|=1\), with matrix elements \(B_{ij}=\langle\varphi_i|B|\varphi_j\rangle\), and write \(\Lambda=\gamma^{1/2}\). The operator \(B\Lambda B^\dagger\) has kernel \(e^{i\mathbf k\cdot\mathbf r}\Lambda(x,x')e^{-i\mathbf k\cdot\mathbf r'}\), and \(\operatorname{Tr}A^\dagger C=\iint A^*(x,x')C(x,x')\) for square-integrable kernels. Hence, evaluating the trace in the eigenbasis,

\[ \iint|\Lambda(x,x')|^2e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}=\operatorname{Tr}\big(\Lambda B\Lambda B^\dagger\big)=\sum_{ij}\sqrt{n_in_j}\,|B_{ij}|^2\equiv T(\gamma,B)\ge0 . \]

Equation (2) applies, and with the factor \(\tfrac12\) of (1)

\[ X(\gamma)=\int\frac{d^3k}{4\pi^2k^2}\,T(\gamma,B_{\mathbf k}). \tag{5} \]

The weight is positive, so \(X\) is concave in \(\gamma\) if \(T(\gamma,B)\) is concave for each fixed bounded \(B\).

## 4. Concavity of \(T\)

The concavity of \(T\) is the exponent-\(\tfrac12\) case of Lieb's concavity theorem. The difficulty is that the eigenbasis of a mixture of \(\gamma_1\) and \(\gamma_2\) is unrelated to the eigenbases of the two, so the concavity of \(\sqrt{ab}\) in the numbers \(a,b\) cannot be applied term by term. The remedy is to write \(T\) in a form with no reference to eigenvectors.

**Step 1: the geometric mean as an integral.** For \(a,b>0\), substitute \(t=(b/a)v^2\), so that \(t^{-1/2}dt=2\sqrt{b/a}\,dv\) and \(ta+b=b(1+v^2)\):

\[ \frac1\pi\int_0^\infty\frac{dt}{\sqrt t}\,\frac{ab}{ta+b}=\frac1\pi\,2\sqrt{\frac ba}\;a\int_0^\infty\frac{dv}{1+v^2}=\sqrt{ab}. \tag{6} \]

If \(a\) or \(b\) is zero both sides vanish, with the convention that \(ab/(ta+b)=0\) at \(a=b=0\). All terms being non-negative, the sum over \(i,j\) passes inside the integral:

\[ T(\gamma,B)=\frac1\pi\int_0^\infty\frac{dt}{\sqrt t}\,Q_t(\gamma),\qquad Q_t(\gamma)=\sum_{ij}\frac{n_in_j}{tn_i+n_j}|B_{ij}|^2 . \tag{7} \]

**Step 2: each term as a minimum.** For \(a,c\ge0\) with \(a+c>0\) and complex \(w,z\),

\[ a|w|^2+c|z-w|^2=(a+c)\Big|w-\frac{c\,z}{a+c}\Big|^2+\frac{ac}{a+c}|z|^2 . \]

Both sides contain \((a+c)|w|^2-2c\operatorname{Re}(w^*z)\), and the \(|z|^2\) terms on the right add to \((c^2+ac)/(a+c)=c\). Setting \(c=b/t\) gives \(ac/(a+c)=ab/(ta+b)\), so

\[ \frac{ab}{ta+b}|z|^2=\min_w\Big[a|w|^2+\frac bt|z-w|^2\Big],\qquad w_{\min}=\frac{b\,z}{ta+b}. \tag{8} \]

For \(a=b=0\) the bracket is zero for every \(w\), in agreement with the convention. This is the rule for two springs in series: the stored energy is the minimum over the position of the joint.

**Step 3: the operator form.** For a bounded operator \(W\) define

\[ \Phi_t(\gamma,W)=\operatorname{Tr}\big(\gamma\,WW^\dagger\big)+\frac1t\operatorname{Tr}\big(\gamma\,(B-W)^\dagger(B-W)\big). \]

At fixed \(W\) this is linear in \(\gamma\), and it is finite because \(\operatorname{Tr}\gamma A\le N\|A\|\) for positive bounded \(A\). In the eigenbasis of \(\gamma\), \(\operatorname{Tr}\gamma WW^\dagger=\sum_in_i\|W^\dagger\varphi_i\|^2=\sum_{ij}n_i|W_{ij}|^2\), and the second trace is \(\sum_jn_j\|(B-W)\varphi_j\|^2=\sum_{ij}n_j|B_{ij}-W_{ij}|^2\). Thus

\[ \Phi_t(\gamma,W)=\sum_{ij}\Big[n_i|W_{ij}|^2+\frac{n_j}t|B_{ij}-W_{ij}|^2\Big]\ge Q_t(\gamma), \]

by (8) applied to each term with \(a=n_i\), \(b=n_j\). In a finite basis the choice \(W_{ij}=n_jB_{ij}/(tn_i+n_j)\) gives equality. In infinite dimension that matrix need not define a bounded operator, so it is truncated. Let \(W^{(M)}\) have the optimal elements for \(i,j\le M\) and the elements \(B_{ij}\) otherwise. It differs from \(B\) by a finite-rank operator and is bounded. Inside the block the terms equal those of \(Q_t\); outside, each term is \(n_i|B_{ij}|^2\). The outside sum is the tail of the convergent series \(\sum_{ij}n_i|B_{ij}|^2=\operatorname{Tr}\gamma BB^\dagger\le N\|B\|^2\) and tends to zero as \(M\to\infty\). Therefore

\[ Q_t(\gamma)=\inf_{W\ \text{bounded}}\Phi_t(\gamma,W), \tag{9} \]

where neither the functional nor the set of \(W\) refers to the eigenvectors of \(\gamma\).

**Step 4: an infimum of linear functionals is concave.** Let \(\gamma=\sum_kw_k\gamma_k\) with \(w_k\ge0\), \(\sum_kw_k=1\). For every \(W\), linearity and (9) for each \(\gamma_k\) give

\[ \Phi_t(\gamma,W)=\sum_kw_k\Phi_t(\gamma_k,W)\ge\sum_kw_kQ_t(\gamma_k). \]

The right side does not depend on \(W\), so the infimum over \(W\) gives \(Q_t(\gamma)\ge\sum_kw_kQ_t(\gamma_k)\). Integrating with the positive weights of (7) and then (5) gives

\[ X\Big(\sum_kw_k\gamma_k\Big)\ge\sum_kw_kX(\gamma_k). \tag{10} \]

The argument holds for countable mixtures as well as finite ones. For \(D\) the countable version follows from the triangle inequality and Cauchy–Schwarz: \(\|\sum w_k\rho_k\|_C^2\le(\sum w_k\|\rho_k\|_C)^2\le\sum w_k\|\rho_k\|_C^2\).

\(\operatorname{Tr}h\gamma\) is linear, \(D\) is convex by (4) and \(-X\) is convex by (10). So \(W^M\) and \(E^M\) are convex. The proof used \(\gamma\ge0\) and finite trace; it used neither \(\gamma\le1\) nor the value of \(N\).

The program tests (9) on \(5\times5\) complex matrices, including a \(\gamma\) with zero eigenvalues, by minimizing \(\Phi_t\) as a least-squares problem in a basis that does not diagonalize \(\gamma\); the largest deviation from the eigenvalue sum is \(5.3\times10^{-15}\). Integrating the minima over \(t\) as in (7) gives \(12.30448053\), equal to the trace computed with a matrix square root. For 300 pairs of complex spin-dependent \(\gamma\) of trace 2 in the basis of H\(_2\) at 1.4 bohr, half of them related by a random unitary rotation whose size ranges from small to of order one radian, the convexity inequality held in every case; the smallest margins were \(2.05\times10^{-6}\) Eh for \(E^M\) and \(2.00\times10^{-6}\) Eh for \(-X\).

## 5. What convexity gives, and what it does not

**Local minima are global.** If \(E^M(\gamma')<E^M(\gamma)\), then along \(\gamma_\epsilon=(1-\epsilon)\gamma+\epsilon\gamma'\) convexity gives \(E^M(\gamma_\epsilon)\le E^M(\gamma)-\epsilon[E^M(\gamma)-E^M(\gamma')]\), which is below \(E^M(\gamma)\) for arbitrarily small \(\epsilon\). So \(\gamma\) is not a local minimum.

**The density is unique.** Let \(\gamma_1,\gamma_2\) both reach the minimum \(E_*\). By (4) and (10) at \(t=\tfrac12\), the midpoint has \(E^M\le E_*-\tfrac14D(\rho_1-\rho_2)\). It cannot lie below \(E_*\), so \(D(\rho_1-\rho_2)=0\) and \(\rho_1=\rho_2\).

**Symmetry can be imposed at no cost.** Let \(h\) be spin-free and real. For a spin rotation \(U\), \((U\gamma U^\dagger)^{1/2}=U\gamma^{1/2}U^\dagger\); the sum \(\sum_{\sigma\sigma'}|\Lambda_{\sigma\sigma'}(\mathbf r,\mathbf r')|^2\) is the squared Frobenius norm of a \(2\times2\) matrix and is unchanged, as are \(\rho\) and \(\operatorname{Tr}h\gamma\). So \(E^M\) is invariant. Average \(\gamma\) over conjugation with \(1,\sigma_x,\sigma_y,\sigma_z\). Writing \(\gamma=\gamma_0\otimes1+\sum_j\gamma_j\otimes\sigma_j\), each \(\sigma_j\) commutes with two of the four matrices and anticommutes with the other two, so it averages to zero and \(\gamma_0\otimes1\) remains. Convexity gives \(E^M(\gamma_0\otimes1)\le E^M(\gamma)\). Averaging \(\gamma_0\) with its complex conjugate, which also leaves every term invariant, makes it real. The minimum is therefore reached on real spin-independent \(\gamma\): breaking the spin symmetry cannot lower the Müller energy.

For any electron number the Müller functional is convex, so every local minimum is global, all minimizers share one density, and for real spin-free \(h\) the minimum is reached on real spin-independent \(\gamma\). It remains to show that the convexity is not strict and to prove the lower bound for two electrons.
